# Kemble's uniform transmission formula below and above the barrier top, part 2

A particle of mass $m$ and energy $E$ comes from the left onto a real analytic barrier $V(x)$ with a single maximum $V_0$ at $x^*$, where $V''(x^*)=-m\omega^2$. Energies are in eV, lengths in Å. With $k^2=2m[E-V]/\hbar^2$, $\psi''+k^2\psi=0$. Kemble's formula, to leading order in $\hbar$, is $T=1/(1+e^{2\theta})$, $R/T=e^{2\theta}$, with

$$\theta=\int_{x_1}^{x_2}|k|\,dx\quad(E<V_0),\qquad \theta=-2\,\mathrm{Im}\int_{x_0}^{x_+}k\,dx\quad(E>V_0).$$

Here $x_1<x_2$ are real turning points, $x_+$ is the upper complex one, and $x_0$ is real.

**First derivation.** Setting $\psi=s'^{-1/2}\phi(s(x))$ gives exactly

$$\phi_{ss}+\frac{k^2-\tfrac12\{s,x\}}{s'^2}\,\phi=0, \tag{1}$$

with $\{s,x\}=s'''/s'-\tfrac32(s''/s')^2$. The map $s'^2(s^2+2\varepsilon)=k^2$, with $\theta=-\pi\varepsilon$, leaves a term $w=\{s,x\}/2s'^2=O(\hbar)$. Dropping it gives

$$\phi''+(s^2+2\varepsilon)\,\phi=0. \tag{4}$$

For the parabola $w=0$ and $\varepsilon=(E-V_0)/\hbar\omega$. The printed `|Gamma|^2` is $|\Gamma(\tfrac12-i\varepsilon)|^2$.

With $\xi=x-x^*$, $V_0-V=\tfrac12m\omega^2\xi^2(1+\alpha\xi+\beta\xi^2+\dots)=\tfrac12m\omega^2u^2$ and $u_0^2=2(V_0-E)/m\omega^2$,

$$\theta=\frac{2(V_0-E)}{\hbar\omega}\int_{-\pi/2}^{\pi/2}\cos^2\varphi\;\,x'(u_0\sin\varphi)\,d\varphi. \tag{5}$$

The correction to $\theta$ at the top is

$$\delta\theta(V_0)=\frac{\pi\hbar}{2m\omega}\left(\frac{3\beta}{8}-\frac{7\alpha^2}{32}\right). \tag{6}$$

**Second derivation.** Let $\sigma'=k$, with $\sigma$ real on the real axis right of the barrier, $\rho=\tfrac12\{\sigma,x\}$, $w_\pm=k^{-1/2}e^{\pm i\sigma}$, $\psi=a_+w_++a_-w_-$ and $b=a_-e^{-2i\sigma}$. Then

$$a_+'=\frac{\rho}{2ik}\,(a_++b),\qquad a_-'=-\frac{\rho}{2ik}\,e^{2i\sigma}(a_++b). \tag{7}$$

On a path from $x_a$ along which $\mathrm{Im}\,\sigma$ never increases, with $N=|a_+|+|b|$ and $\mu=\int|\rho/k|\,|dx|$, $N\le N(x_a)e^\mu$ and

$$b(x)=e^{-2i[\sigma(x)-\sigma(x_a)]}\,b(x_a)-\int_{x_a}^x e^{-2i[\sigma(x)-\sigma(x')]}\,\frac{\rho\,(a_++b)}{2ik}dx' ,$$

$$|a_+(x)-a_+(x_a)|\le\tfrac12N(x_a)\,(e^{\mu}-1). \tag{8}$$

If $V$ approaches its asymptotes exponentially in a strip above the real axis, such a path $\Gamma$ is run there, above the turning points, from right to left. The transmitted wave has $a_+=1$, $b=0$ on the right. On the left real axis, where the continued $\sigma$ is $\sigma_L$, $w_+$ is the reflected wave, and

$$\frac RT=|a_+|^2e^{2\theta},\qquad \theta=-\mathrm{Im}\int_\Gamma k\,dx, \tag{9}$$

with the path run from the right real axis to the left one.

### The parabola again

There is no strip, and arcs of radius $r_0\to\infty$ replace it. For large $|s|$, $k=s+\varepsilon/s+\dots$, $\sigma=s^2/2+\varepsilon\ln s+\dots$ up to a real constant, and $\rho=\tfrac12[k''/k-\tfrac32(k'/k)^2]\simeq-3/4s^2$. Thus $|\rho/k|\simeq3/4|s|^3$ and $\mu=O(r_0^{-2})$ on the arcs and on rays outside them. At $s=r_0e^{i\varphi}$, $\mathrm{Im}\,\sigma=\tfrac12r_0^2\sin2\varphi+\varepsilon\varphi$, with a maximum at $\varphi_1\approx\pi/4$ and a minimum at $\varphi_2\approx3\pi/4$.

Define a solution by $a_+=1$, $b=0$ at infinity on the ray $\varphi_1$. Coming in along the ray and then down the arc to $\varphi=0$, $\mathrm{Im}\,\sigma$ falls all the way, so $a_+\to1$, and the same bound on the integral in $b$ gives $b\to0$: this is the transmitted solution. Along the other arc to $\varphi_2$, $\mathrm{Im}\,\sigma$ also falls, so $a_+\to1$ there. From $\varphi_2$ to $\pi$ it rises, so this piece is run backwards. On the negative axis $\mathrm{Im}\,\sigma$ is constant, and the bound $N\le N(x_a)e^\mu$ keeps $N$ finite as $r_0\to\infty$. From there up to $\varphi_2$, $\mathrm{Im}\,\sigma$ falls and (8) applies. Hence $a_+\to1$ on the negative axis with vanishing error. There $\mathrm{Im}\,\sigma_L=\pi\varepsilon$, so $\theta=-\pi\varepsilon$ and $R/T=e^{-2\pi\varepsilon}$ exactly.

### The first correction at any energy

On $\Gamma$, write $e^{2i\sigma(x')}dx'=d(e^{2i\sigma})/2ik$ in the $a_+$ part of the integral for $b$ and integrate by parts. This gives $b=\rho a_+/4k^2$ plus an integral of the same order, so $b=O(\hbar^2)$ and its effect on $a_+$ is $O(\hbar^3)$. The first of (7) then gives $\ln a_+=\int_\Gamma\rho\,dx/2ik$. Now $\rho/k=\tfrac12k''/k^2-\tfrac34k'^2/k^3$, and $\int k''/k^2=2\int k'^2/k^3$ because $k'$ vanishes at the ends, so $\int\rho/k=\tfrac14\int k'^2/k^3$. From (9), $\delta\theta=\mathrm{Re}\ln a_+$:

$$\delta\theta(E)=\frac18\,\mathrm{Im}\int_\Gamma\frac{k'^2}{k^3}\,dx. \tag{10}$$

## What each derivation assumes

Both need analyticity of $V$, reality of $V$ on the axis (for $R+T=1$), and an $O(\hbar)$ remainder that is small.

The first needs a regular increasing map on the real axis with bounded $w$. Below the top this involves real $x$ only. Above it, analyticity is needed out to $x_\pm$, and (5) is sure to hold while $|u_0|$ stays inside the radius of convergence of $x(u)$, though it can hold beyond it. It needs the exact solution of (4), and in return it gives a wavefunction valid at every real $x$, including the turning points, together with the phases. Its treatment of $w$ is a formal ordering in $\hbar$, and it controls $T$ and $R$ well when neither is extremely small. Far above the top, where $R$ is exponentially small, a smooth $w$ can itself reflect more strongly than $e^{2\theta}$ if $V$ has other complex turning points or singularities close to $x_+$ or as close to the axis as $x_+$; the ordering argument does not detect this.

The second needs more of the complex plane: a path above both turning points on which $\mathrm{Im}\,\sigma$ is monotone. It gives an explicit bound, a relative error on $R/T$ at all energies for which the path exists, the continuation of $\theta$ for free, and the correction (10). It says nothing about $\psi$ near the barrier and obtains the incident amplitude only in modulus, from flux conservation. When a competing pair of turning points blocks the monotone path, the failure is visible. The existence of the path does not make $\mu$ small at fixed $\hbar$. If $V$ has a simple pole above $x_+$, then at high energy $x_+$ approaches it to a distance $\propto1/E$ while $k\propto E^{1/2}$. The path must pass between the two, so $\mu$ grows with $E$ and the relative error of $R$ ceases to be small. For the double pole of the Eckart barrier below, the distance is $\propto E^{-1/2}$ and its product with $k$ tends to the constant $\Lambda$, so this does not happen. A potential with a kink or a jump in any derivative reflects as a power of $\hbar$ above the top, and neither derivation applies. A double barrier has four turning points and resonances.

Both fail at threshold when the tail decays exponentially. As $E$ falls to a right asymptote that $V$ approaches exponentially from above, $k_2\to0$, the point $x_2$ recedes to infinity, and $\rho/k$ and $w$ cease to be small in the tail. Here $k_1$ and $k_2$ are the asymptotic wavenumbers on the left and right. Take the right asymptote to be the higher one, so that $k_1$ stays finite, and let $V$ approach it exponentially; the exact behaviour is then simple. The solution normalised to $e^{ik_2x}$ on the right tends to a real nonzero solution, whose incident amplitude $\mathcal A$ on the left is finite and nonzero, so $T=k_2/(k_1|\mathcal A|^2)\to0$. For such a tail the integral defining $\theta$ converges at threshold, so Kemble's $T$ tends to a nonzero value there. A slowly decaying tail is different: for a repulsive tail $\propto1/x$, $\theta$ itself diverges at threshold as the inverse square root of the energy above the asymptote, this argument does not apply, and the formula need not fail.

## The asymmetric Eckart barrier

Take $V=Az+Bz(1-z)$ with $z=1/(1+e^{-x/L})$ and $B>A>0$, so $V\to0$ on the left and $V\to A$ on the right. Completing the square, $V_0-V=B(z-z^*)^2$ with $z^*=(A+B)/2B$ and $V_0=(A+B)^2/4B$. Then $V_0-A=(B-A)^2/4B$, and adding the roots gives $\sqrt{V_0}+\sqrt{V_0-A}=\sqrt B$. Write $c=2m/\hbar^2$, $k_1=\sqrt{cE}$, $k_2=\sqrt{c(E-A)}$, $\Lambda=L\sqrt{cB}$. The turning points are $z=z^*\pm\sqrt{(V_0-E)/B}$, with $x=L[\ln z-\ln(1-z)]$.

The monotone path exists at every energy. On a horizontal line $0<y<\pi L$, run leftwards, $\mathrm{Im}\,\sigma$ falls if $\mathrm{Im}\,k>0$. There $z$ is not real, so $k^2=c[E-V_0+B(z-z^*)^2]$ is real only where $z=z^*+i\zeta$, and its value is $c(E-V_0-B\zeta^2)$. On that curve $y=L[\arctan(\zeta/z^*)+\arctan(\zeta/(1-z^*))]$ increases with $\zeta$ from $0$ to $\pi L$, so each line crosses it once, and a line above $x_+$ crosses where $k^2<0$. At the right end $V-A\simeq(B-A)e^{-x/L}$ has negative imaginary part, so $\arg k^2$ starts just above $0$. It passes $\pi$ at the crossing and can never reach $2\pi$ at finite $x$. Hence $0<\arg k<\pi$ throughout.

To evaluate (9) and (10), raise the path to $y=\pi L$, passing under the pole of $z$ at $x_p=i\pi L$. On this line $z$ is real, with $z>1$ on the right and $z<0$ on the left, where $k^2>c(E-A)$ and $k^2>cE$. So $k$ is real and the horizontal parts add nothing imaginary. Near the pole, with $v=x-x_p$, $1+e^{-x/L}=1-e^{-v/L}\simeq v/L$, so $k=\Lambda/v+$ regular terms, positive on the right and negative on the left as required. The small half circle from $\arg v=0$ to $-\pi$ has $\int dv/v=-i\pi$. The ascent on the right gives $ik_2\pi L$, and the descent on the left gives $(-k_1)(-i\pi L)$. Summing,

$$\theta=\pi\,(\Lambda-k_1L-k_2L).$$

This vanishes at $E=V_0$ by the identity for $\sqrt B$. In (10), $k'^2/k^3=1/\Lambda v+$ regular terms, and the vertical links vanish, so $\delta\theta=-\pi/8\Lambda$ at all energies.

Formula (6) agrees. With $q=z^*(1-z^*)$ and $d=1-2z^*$, the relation $z'=z(1-z)/L$ gives at the top $z'=q/L$, $z''=qd/L^2$, $z'''=q(d^2-2q)/L^3$. Squaring $z-z^*=(q\xi/L)[1+d\xi/2L+(d^2-2q)\xi^2/6L^2]$ gives $\alpha=d/L$, $\beta=(\tfrac7{12}d^2-\tfrac23q)/L^2$, $V''=-2Bq^2/L^2$ and $m\omega/\hbar=\Lambda q/L^2$. The $d^2$ terms cancel in $\tfrac38\beta-\tfrac7{32}\alpha^2=-q/4L^2$, and (6) becomes $-\pi/8\Lambda$.

## The thermal factor

There are $dp/2\pi\hbar$ incident states per unit length, moving with speed $dE/dp$, so the thermal transmitted flux is $(2\pi\hbar)^{-1}\int T(E)\,e^{-E/k_BT_{\!a}}dE$ at absolute temperature $T_{\!a}$. Dividing by the classical value, for which $T$ is a unit step at $V_0$,

$$\kappa=\int T\,e^{-y}dy,\qquad y=\frac{E-V_0}{k_BT_{\!a}} .$$

For the parabola $T=1/(1+e^{-y/a})$ with $a=\eta/2\pi$ and $\eta=\hbar\omega/k_BT_{\!a}$. The substitution $y=-av$ gives $\kappa=aI$ with $I=\int_{-\infty}^\infty e^{av}dv/(1+e^v)$, which converges for $0<a<1$. Integrate round the rectangle of height $2\pi$ above the real axis. The upper side gives $-e^{2\pi ia}I$, the ends vanish, and the pole at $v=i\pi$ has residue $e^{i\pi a}/e^{i\pi}=-e^{i\pi a}$. So $I(1-e^{2\pi ia})=-2\pi ie^{i\pi a}$, $I=\pi/\sin\pi a$, and $\kappa=(\eta/2)/\sin(\eta/2)$. It tends to 1 at high temperature and diverges at $\eta=2\pi$, because the parabola's linear $\theta$ extends to $E=-\infty$. For a real barrier the integral starts at the threshold and is finite at all temperatures.

## Worked example

The chosen inputs, which are illustrative, are the proton mass, $V_0=0.20$ eV, $A=0.08$ eV, $L=0.25$ Å and $T_{\!a}=300$ K. Then $c=481.932$ eV$^{-1}$Å$^{-2}$, $B=(\sqrt{0.20}+\sqrt{0.12})^2=0.62984$ eV, $z^*=(0.08+0.62984)/(2\times0.62984)=0.56351$ and $x^*=0.06385$ Å. The curvature is $V''=-1.21936$ eV/Å$^2$, so $\hbar\omega=\sqrt{2|V''|/c}=\sqrt{2\times1.21936/481.932}$ eV $=71.136$ meV and $m\omega/\hbar=17.1413$ Å$^{-2}$. Also $\Lambda=0.25\sqrt{481.932\times0.62984}=4.35560$.

At $E=0.25$ eV, above the top, $x_+=0.04821+0.25921\,i$ Å, $k_1L=2.74412$ and $k_2L=2.26286$, so $\theta=\pi(4.35560-2.74412-2.26286)=-2.0464$. The contour integral, formula (5) and the closed form all give $-2.046375$. Then $T=1/(1+e^{-4.0928})=0.9836$ and $R=1.642\times10^{-2}$, against $0.9863$ and $1.374\times10^{-2}$ from direct integration of the Schrödinger equation. The slope of $\theta$ across the top, by finite difference of the two defining integrals, is $-44.164$ eV$^{-1}$, and $-\pi/\hbar\omega=-44.163$ eV$^{-1}$.

In the table $\theta_{\rm num}=\tfrac12\ln(R/T)$ from the direct integration.

| $E$/eV | $\theta_{\rm parabola}$ | $\theta$ | $\theta_{\rm num}$ | $T_{\rm Kemble}$ | $T_{\rm num}$ |
|---|---|---|---|---|---|
| 0.10 | 4.4163 | 5.7928 | 5.7024 | $9.299\times10^{-6}$ | $1.114\times10^{-5}$ |
| 0.15 | 2.2082 | 2.4440 | 2.3536 | $7.480\times10^{-3}$ | $8.950\times10^{-3}$ |
| 0.18 | 0.8833 | 0.9161 | 0.8256 | 0.1380 | 0.1609 |
| 0.20 | 0 | 0 | −0.0905 | 0.5000 | 0.5451 |
| 0.22 | −0.8833 | −0.8549 | −0.9454 | 0.8468 | 0.8688 |
| 0.25 | −2.2082 | −2.0464 | −2.1368 | 0.9836 | 0.9863 |
| 0.30 | −4.4163 | −3.8473 | −3.9378 | 0.9995 | 0.9996 |

The difference $\theta_{\rm num}-\theta$ is $-0.0904$ or $-0.0905$ in every row. Formula (10) predicts for this barrier a shift independent of energy, of size $-\pi/8\Lambda=-0.0902$; the remaining $0.0003$ or so is of higher order in $\hbar$ and is examined below. With $\alpha=-0.50807$ Å$^{-1}$ and $\beta=-2.47307$ Å$^{-2}$, formula (6) gives $[\pi/(2\times17.1413)]\,(3\times(-2.47307)/8-7\times0.50807^2/32)=-0.09016$, equal to $-\pi/(8\times4.35560)$. A shift of $0.09$ in $\theta$ is a factor of about $1.20$ in $R/T$. It appears in $T$ deep in the barrier, $1.114\times10^{-5}/9.299\times10^{-6}$, and in $R$ far above it, where at $0.30$ eV Kemble's value is $4.550\times10^{-4}$ and the numerical one $3.798\times10^{-4}$.

At the top the corrected value is $1/(1+e^{-2\times0.09016})=0.54496$ against the numerical $0.54511$. Multiplying the mass by 4 and 9 multiplies $\Lambda$ by 2 and 3, which is the same as reducing $\hbar$. The numerical $\theta$ at the top runs $-0.09046$, $-0.04512$, $-0.03006$, and the prediction runs $-0.09016$, $-0.04508$, $-0.03005$. The leftover differences, $0.00030$, $0.00004$ and $0.00001$, fall as $\Lambda^{-3}$ to the digits shown. At $0.1$ meV above the threshold $E=A$ the pattern breaks: $T_{\rm Kemble}=3.184\times10^{-8}$ and $T_{\rm num}=1.901\times10^{-8}$, a ratio of $0.597$ in place of $1.20$.

At 300 K, $k_BT_{\!a}=25.852$ meV and $\eta=71.136/25.852=2.7517$; the parabolic divergence $\eta=2\pi$ lies at $131.4$ K. The numerical factor is $\kappa=1.4224$. Kemble's formula gives $1.3205$, made of $0.5220$ from below the top and $0.7984$ from above, and is low by the ratio $0.9284$. With $\delta\theta$ included it gives $1.4220$, a ratio of $0.9998$. The part from above the top is the larger one, and it depends on the continuation. Setting $T=1$ there gives $0.5220+1=1.5220$, and setting $\theta=0$ there, so that $T=1/2$, gives $0.5220+0.5=1.0220$.

The parabolic value $(\eta/2)/\sin(\eta/2)=1.4024$, a ratio of $0.9859$, is closer to the numerical result than the uncorrected Kemble value. This is a cancellation of errors. The table shows $\theta_{\rm parabola}<\theta$ on both sides of the top, so the parabola raises $T$, and the neglected $\delta\theta$ is negative and does the same. Near the top the parabola does well: at $0.18$, $0.22$ and $0.25$ eV its $\theta$ is closer to $\theta_{\rm num}$ than the uncorrected Kemble value. Far from the top it is poor, $4.4163$ against $5.7024$ at $0.10$ eV, and those low energies gain weight as the temperature falls toward $131.4$ K.

## What the numerical check tests

The numerical check checks the transformation (1) and the invariance of the Wronskian for one test map and concrete test functions, differentiated symbolically and evaluated at two points, and verifies the series for $w(0)$ by symbolic algebra. It evaluates the integral solution of (4) by quadrature, confirms that it satisfies the differential equation, and compares its three fluxes with the asymptotic values. It integrates (4) directly for five values of $\varepsilon$; at $\varepsilon=-2$ both roads give $T=3.48733\times10^{-6}$, and at $\varepsilon=1$ both give $0.998136$. For the Eckart barrier it computes $\theta$ from the defining real or contour integral, from (5) and from the closed form, and compares Kemble's formula, the correction and the thermal factors with a Runge–Kutta integration of the Schrödinger equation, itself checked by $R+T=1$ and by a change of step. The bound (8) is not tested directly. What the table tests of the second derivation is the closed form of $\theta$, which follows from (9), and the constant shift, which follows from (10).

## Computed results

```
Comparison equation phi''+(s^2+2eps)phi=0 (dimensionless)
 eps=-0.5: fluxes inc=6.28318 refl=6.02291 trans=0.26027 |Gamma|^2=1.25204
 eps=+0.0: fluxes inc=6.28319 refl=3.14160 trans=3.14159 |Gamma|^2=3.14159
 eps=+0.5: fluxes inc=6.28318 refl=0.26027 trans=6.02291 |Gamma|^2=1.25204
 parabola eps=-2.0: theta=+6.28319 T_ode=3.48733e-06 T_Kemble=3.48733e-06
 parabola eps=-0.5: theta=+1.57080 T_ode=4.14238e-02 T_Kemble=4.14238e-02
 parabola eps=+0.0: theta=-0.00000 T_ode=5.00000e-01 T_Kemble=5.00000e-01
 parabola eps=+0.5: theta=-1.57080 T_ode=9.58576e-01 T_Kemble=9.58576e-01
 parabola eps=+1.0: theta=-3.14159 T_ode=9.98136e-01 T_Kemble=9.98136e-01
Inputs: m=m_p=1.672622e-27 kg, V0=0.2 eV, A=0.08 eV, L=0.25 A, T=300.0 K
 2m/hbar^2=481.932 1/(eV A^2), B=0.62984 eV, z*=0.56351, x*=0.06385 A
 V''=-1.21936 eV/A^2, hbar*omega=71.136 meV, m*omega/hbar=17.1413 1/A^2
 alpha=-0.50807 1/A, beta=-2.47307 1/A^2, Lambda=4.35560, delta_theta=-0.09016
 slope at top: numerical -44.164, -pi/(hbar omega) -44.163 1/eV
 E=0.25 eV: x+=0.04821+0.25921i A, k1*L=2.74412, k2*L=2.26286
  theta contour=-2.046375 angle=-2.046375 closed=-2.046375
 E/eV  th_parab   theta   th_num   T_Kemble  T_num     R_Kemble  R_num
 0.10  +4.4163  +5.7928  +5.7024 9.299e-06 1.114e-05 1.000e+00 1.000e+00
 0.15  +2.2082  +2.4440  +2.3536 7.480e-03 8.950e-03 9.925e-01 9.911e-01
 0.18  +0.8833  +0.9161  +0.8256 1.380e-01 1.609e-01 8.620e-01 8.391e-01
 0.20  +0.0000  +0.0000  -0.0905 5.000e-01 5.451e-01 5.000e-01 4.549e-01
 0.22  -0.8833  -0.8549  -0.9454 8.468e-01 8.688e-01 1.532e-01 1.312e-01
 0.25  -2.2082  -2.0464  -2.1368 9.836e-01 9.863e-01 1.642e-02 1.374e-02
 0.30  -4.4163  -3.8473  -3.9378 9.995e-01 9.996e-01 4.550e-04 3.798e-04
 top, mass x1: th_num=-0.09046 delta_theta=-0.09016 T_num=0.54511 T_corr=0.54496
 top, mass x4: th_num=-0.04512 delta_theta=-0.04508 T_num=0.52254 T_corr=0.52252
 top, mass x9: th_num=-0.03006 delta_theta=-0.03005 T_num=0.51503 T_corr=0.51502
 threshold E=A+0.1 meV: T_Kemble=3.184e-08 T_num=1.901e-08 ratio=0.597
Thermal: kT=25.852 meV, eta=2.7517, T(eta=2pi)=131.4 K
 kappa numerical=1.4224, Kemble=1.3205, Kemble+delta=1.4220
 kappa parabolic=1.4024; Kemble parts: below=0.5220, above=0.7984
 no continuation: T=1 above 1.5220; T=1/2 above 1.0220
 ratios to numerical: Kemble 0.9284, corrected 0.9998, parabolic 0.9859
```
